# Collective Rabi splitting and dark modes of identical molecules in a cavity

## Two molecules and one mode

Put two identical molecules in a cavity whose single mode is tuned to their transition frequency $\omega_0$. Let $a$ be the oscillation amplitude of the cavity field and $b_1,b_2$ those of the molecules. The field drives each molecule with the same strength $g>0$, and each molecule drives the field back. If the coupling is weak, we may keep only terms that oscillate together, and in units with $\hbar=1$

$$i\dot a=\omega_0a+g(b_1+b_2),\qquad i\dot b_1=\omega_0b_1+ga,\qquad i\dot b_2=\omega_0b_2+ga .$$

Define $S=(b_1+b_2)/\sqrt2$ and $A=(b_1-b_2)/\sqrt2$. Subtracting the two molecular equations removes the field, while adding them gives $2ga/\sqrt2=\sqrt2\,ga$:

$$i\dot A=\omega_0A,\qquad i\dot S=\omega_0S+\sqrt2\,g\,a,\qquad i\dot a=\omega_0a+\sqrt2\,g\,S .$$

In the motion $A$ the two dipoles oscillate in opposition. Their radiation into the mode cancels, so this motion is dark and keeps the frequency $\omega_0$. In the motion $S$ they oscillate together. The sum and difference of the last two equations show that $a\pm S$ have frequencies $\omega_0\pm\sqrt2\,g$. The splitting is $2\sqrt2\,g$, where one molecule would give $2g$.

For $N$ molecules the field meets only the sum $\sum_mb_m=\sqrt N\,S$, with $S=\sum_mb_m/\sqrt N$. The same steps give a splitting $2g\sqrt N$ and leave $N-1$ independent motions with zero sum.

This estimate leaves three questions open: what $g$ is, what the neglected terms do when the splitting is not small, and what is held fixed while $N$ grows.

## The mean-field equations

We use Hartree atomic units. The nuclei are fixed, the cavity is lossless, and the molecules have equal orientation and no direct interaction with each other. Let $\hat d_m$ be the dipole operator of molecule $m$ along the field polarization and $\hat D=\sum_m\hat d_m$. With photon coordinate $\hat q$, momentum $\hat p$ and cavity frequency $\omega_c$, the Hamiltonian in the length gauge is

$$\hat H=\sum_m\hat h_m+\tfrac12\hat p^2+\tfrac12\hat F^2,\qquad \hat F=\omega_c\hat q-\lambda\hat D,\qquad \lambda=\sqrt{4\pi/V}.$$

The last relation defines the mode volume $V$. The square contains the dipole self-energy $\tfrac12\lambda^2\hat D^2$, which is kept.

Write $\hat F=F+(\hat F-F)$, where $F$ is the expectation value. Then

$$\tfrac12\hat F^2=\tfrac12F^2+F(\hat F-F)+\tfrac12(\hat F-F)^2 .$$

The mean-field approximation drops the last term, the square of the fluctuation. The part of $F\hat F$ that acts on molecule $m$ is $-\lambda F\hat d_m$. Each molecule therefore feels

$$-E\,\hat d_m,\qquad E=\lambda(\omega_cq-\lambda D),$$

where symbols without hats are expectation values. In density functional language, the interaction of the electrons inside each molecule is treated as usual, and the exchange-correlation effects of the photons are left out.

For the photon, the Heisenberg equations are linear, so their expectation values need no further approximation:

$$\ddot q=-\omega_c(\omega_cq-\lambda D). \tag{1}$$

In a stationary state $\ddot q=0$, hence $\omega_cq=\lambda D$ and $E=0$. The mean-field ground state of each molecule is that of the free molecule, even if it has a permanent dipole.

## Response of one molecule

Keep one transition, from the ground state (energy zero) to an excited state (energy $\omega_0$), with real transition dipole $d$ and permanent dipoles $p_g,p_e$. The amplitudes obey

$$i\dot c_g=-E(p_gc_g+dc_e),\qquad i\dot c_e=\omega_0c_e-E(dc_g+p_ec_e).$$

Start from $c_g=1$, $c_e=0$, $E=0$ and keep first-order terms. The first equation becomes $i\,\delta\dot c_g=-p_g\,\delta E$. The change of $c_g$ is imaginary, so $|c_g|^2$ does not change to first order. The second becomes $i\,\delta\dot c_e=\omega_0\,\delta c_e-d\,\delta E$. With $\delta c_e=x+iy$, its imaginary and real parts are

$$\dot x=\omega_0y,\qquad -\dot y=\omega_0x-d\,\delta E .$$

Differentiate the first and insert the second: $\ddot x=-\omega_0^2x+\omega_0d\,\delta E$. The induced dipole is $\delta d_m=2d\,\mathrm{Re}\,\delta c_e=2dx$. For motion of frequency $\omega$ this gives

$$(\omega_0^2-\omega^2)\,\delta d_m=2\omega_0d^2\,\delta E. \tag{2}$$

The polarizability is thus $\alpha(\omega)=2\omega_0d^2/(\omega_0^2-\omega^2)$. Linear-response TDDFT with an adiabatic functional gives a sum of such terms, one for each transition.

## The dark modes

Set $\omega=\omega_0$. The left side of (2) vanishes, so $\delta E=0$ and hence $\omega_c\delta q=\lambda\,\delta D$. The right side of (1) is then zero, and its left side, $-\omega_0^2\delta q$, must vanish too. So $\delta q=0$ and $\delta D=0$.

Conversely, any set of molecular amplitudes with

$$\sum_m\delta d_m=0$$

and $\delta q=0$ satisfies both equations at $\omega_0$. This is one linear condition on $N$ amplitudes, which leaves $N-1$ independent modes. They carry no photon amplitude and no total oscillating dipole. The argument did not use $\omega_c=\omega_0$, so they are present off resonance as well.

Identity of the frequencies is essential. Suppose that all transition frequencies differ. A mode with $\delta E=0$ could then set just one molecule in motion, the one whose frequency it has. Its dipole would have nothing to cancel it, whereas the argument above still demands $\delta D=0$. No strictly dark mode survives.

## The polaritons

Now let $\omega\neq\omega_0$. By (2) all $\delta d_m$ are equal, and $\delta D=N\alpha\,\delta E$. Here $\delta E\neq0$, since otherwise every amplitude would vanish. Equation (1) reads

$$(\omega_c^2-\omega^2)\,\delta q=\omega_c\lambda\,\delta D .$$

At $\omega=\omega_c$ it would force $\delta D=0$ and so $\delta E=0$, which is excluded. We may therefore divide:

$$\delta E=\lambda\omega_c\delta q-\lambda^2\delta D
=\lambda^2\left[\frac{\omega_c^2}{\omega_c^2-\omega^2}-1\right]\delta D
=\frac{\lambda^2\omega^2}{\omega_c^2-\omega^2}\,\delta D .$$

Insert $\delta D=N\alpha\,\delta E$, cancel $\delta E$ and multiply by both denominators:

$$(\omega_0^2-\omega^2)(\omega_c^2-\omega^2)=G^2\omega^2,\qquad G=\lambda|d|\sqrt{2\omega_0N}. \tag{3}$$

This is a quadratic equation for $\omega^2$:

$$\omega^4-(\omega_0^2+\omega_c^2+G^2)\,\omega^2+\omega_0^2\omega_c^2=0 .$$

At $\omega^2=\omega_0^2$ the left side equals $-G^2\omega_0^2<0$, so there are two real roots, one on each side of $\omega_0^2$. Their product is positive, so both are positive. With the dark modes this makes $N+1$ modes, as many as there are oscillating coordinates. From the sum and product of the roots,

$$\omega_+^2+\omega_-^2=\omega_0^2+\omega_c^2+G^2,\qquad \omega_+\omega_-=\omega_0\omega_c .$$

Subtracting twice the product from the sum gives the squared splitting:

$$(\omega_+-\omega_-)^2=(\omega_c-\omega_0)^2+G^2. \tag{4}$$

On resonance the splitting is $G$, proportional to $\sqrt N$ at fixed $\lambda$. No weak-coupling assumption was needed within this one-transition mean-field model. Off resonance the $\sqrt N$ growth belongs to $G$, and the splitting follows it when $G$ is large compared with the detuning.

If the dipoles have unequal nonzero values $d_m$, summing (2) over the molecules replaces $Nd^2$ by $\sum_md_m^2$. The dark condition is still $\sum_m\delta d_m=0$, so $N-1$ dark modes remain.

## Comparison with the first estimate

Matching $2g\sqrt N=G$ fixes the unknown coupling: $g=\lambda|d|\sqrt{\omega_0/2}$. The splitting of the estimate then agrees with (4) on resonance, but the positions differ. Adding twice the product to the sum gives $(\omega_++\omega_-)^2=4\omega_0^2+G^2$, so

$$\omega_\pm=\sqrt{\omega_0^2+G^2/4}\pm G/2 .$$

Both polaritons lie higher than $\omega_0\pm G/2$, by about $G^2/(8\omega_0)$ when $G\ll\omega_0$.

A strongly coupled model shows this. Take $\omega_0=\omega_c=0.3$ Ha, $d=1.2$ $e\cdot$bohr and $\lambda=0.05$. For $N=9$,

$$G=0.05\times1.2\times\sqrt{2\times0.3\times9}=0.139\ \text{Ha},$$

nearly half of $\omega_0$. The estimate puts the polaritons at 0.230 and 0.370 Ha. Numerical linearization of the nonlinear mean-field equations gives 0.238 and 0.378 Ha, with splitting 0.139 Ha and eight dark modes. With four molecules and the cavity at 0.36 Ha, the splitting is $\sqrt{0.06^2+0.093^2}=0.111$ Ha, again as computed. These values belong to the mean-field model, and $\lambda=0.05$ corresponds to a mode volume of only 0.75 nm$^3$. If the fluctuation term is kept in the two-level model without permanent dipoles, the levels move by amounts of order $\lambda^2d^2/2\approx0.002$ Ha: for $N=9$ the polaritons lie about 0.001 Ha lower and the dark states lie at 0.298 Ha, while the splitting stays 0.139 Ha.

## What is held fixed

Since $\lambda^2=4\pi/V$,

$$G=\sqrt{8\pi\omega_0d^2N/V}.$$

The splitting depends on the density $N/V$. It grows as $\sqrt N$ when molecules are added to a given cavity mode, and stays the same when the volume grows in proportion to $N$.

The density also controls the neglected direct interaction. Molecules spread evenly over $V$ have a spacing $R$ with $R^3=V/N$, and neighbouring transition dipoles interact with a strength of order

$$\frac{d^2}{R^3}=\frac{d^2N}{V}=\frac{G^2}{8\pi\omega_0}.$$

Relative to $G$ this is $G/(8\pi\omega_0)$, which is small when $G\ll8\pi\omega_0$. It is not small compared with the upward shift $G^2/(8\omega_0)$ found above, which exceeds it only by a factor $\pi$. In the $N=9$ example, with the molecules on a $3\times3$ square of this spacing, the direct interaction moves the polaritons by about $-0.002$ Ha (field along an edge of the square) or by $+0.004$ to $+0.005$ Ha (field normal to it), against a shift of 0.008 Ha. It changes the splitting by less than 0.001 Ha and spreads the modes at $\omega_0$ by up to about $\pm0.01$ Ha. Molecules crowded into a small part of the mode interact more strongly than this.

## BeH$_2$ in a cavity

A real molecule has many transitions, so (4) becomes an approximation that must be checked. We take linear BeH$_2$ at the PBE0/def2-TZVP level, with the Be–H distance of 2.53 bohr found at that level, and a field perpendicular to the axis. The lowest bright transition with this polarization has

$$\omega_0=0.2938\ \text{Ha}=7.99\ \text{eV},\qquad d=1.336\ e\cdot\text{bohr}.$$

It lies below the ionization threshold of the calculation, 0.3235 Ha. The static polarizability from all transitions, 18.35 bohr$^3$, agrees with a separate finite-field calculation.

Tune the cavity to $\omega_0$ and choose $\lambda=0.002$, which means $V=4\pi/\lambda^2=3.14\times10^6$ bohr$^3$, or 466 nm$^3$. The resonant wavelength is 155 nm, so this volume is about a thousand times smaller than the cube of half a wavelength. It is chosen for illustration and lies far below the half-wavelength scale of a mirror cavity. For one molecule

$$G=0.002\times1.336\times\sqrt{2\times0.2938}=0.00205\ \text{Ha}=0.056\ \text{eV}.$$

Diagonalizing the response of the photon and all molecules, with every transition of this polarization in the basis, gives:

| $N$ | splitting (Ha) | ratio to $N=1$ | dark modes |
|---|---|---|---|
| 1 | 0.00205 | 1 | 0 |
| 4 | 0.00410 | 2.000 | 3 |
| 9 | 0.00615 | 3.000 | 8 |
| 16 | 0.00819 | 3.999 | 15 |

At $N=16$ the splitting is 0.223 eV. The transition has a degenerate partner polarized along the other perpendicular axis. These $N$ excitations also lie at $\omega_0$, but they have no dipole along the field and are not counted among the dark modes.

The last ratio falls short of 4 by about $3\times10^{-4}$ of its value. The other transitions can account for this. Let them add a nearly constant $\alpha_b$ to $\alpha$. The step that led to (3) now gives

$$(\omega_0^2-\omega^2)(\omega_c^2-s\,\omega^2)=G^2\omega^2,\qquad s=1+N\lambda^2\alpha_b .$$

Division by $s$ restores the form of (3), with $G$ replaced by $G/\sqrt s$ and $\omega_c$ by $\omega_c/\sqrt s$. The coupling is thus reduced by a fraction of about $N\lambda^2\alpha_b/2$. The detuning $\delta\approx\omega_0N\lambda^2\alpha_b/2$ enters (4) through its square and raises the splitting by the fraction $\delta^2/(2G^2)$. This is also proportional to $N\lambda^2$, and it cancels a part $\omega_0\alpha_b/(8d^2)$ of the reduction. The bright transition contributes $2d^2/\omega_0=12.2$ bohr$^3$ to the static polarizability, which leaves $\alpha_b\approx6.2$ bohr$^3$. The reduction is then $16\times(0.002)^2\times6.2/2\approx2\times10^{-4}$. The detuning cancels about an eighth of this. The estimate has the right sign and order of magnitude, but a constant $\alpha_b$ does not give the whole shortfall of the ratio, $2.7\times10^{-4}$. The static value gives $1.6\times10^{-4}$, and the value at $\omega_0$, about 8.0 bohr$^3$, gives $2.0\times10^{-4}$. The rest arises because $\alpha_b$ grows with frequency and is larger at the upper polariton than at the lower one.

Sixteen molecules in sixteen times the volume give 0.00205 Ha again, the splitting of one molecule in the original volume. The direct interaction of one pair of neighbours at $N=16$ in the original volume is of order $9\times10^{-6}$ Ha, about 0.1% of the splitting. Summed over many neighbours it can shift collective levels by several times this amount, and it spreads the modes at $\omega_0$ over a narrow band.

These numbers illustrate the scaling and do not predict a measured spectrum. The functional is approximate, and vibrations, disorder and losses are absent. The basis has no diffuse functions, and the digits given for $\omega_0$, $d$, the polarizabilities and the splittings hold for this basis; their convergence with the basis is not shown here. With losses, the two peaks merge when the splitting is small enough compared with both the cavity width and the molecular width; if only the cavity line is broad, a dip at $\omega_0$ can remain in the cavity spectrum. The numerical check checks the mode frequencies, the dark-mode counts and the BeH$_2$ splittings numerically.

## Calculated quantities

```
Two-level model: w0 = 0.3 Ha, d = 1.2 e*bohr, lam = 0.05 a.u.
 N=1: lower 0.27766, upper 0.32414, splitting 0.04648 Ha, dark modes 0
 N=4: lower 0.25710, upper 0.35005, splitting 0.09295 Ha, dark modes 3
 N=9: lower 0.23828, upper 0.37771, splitting 0.13943 Ha, dark modes 8
 N=4, wc = 0.36 Ha (detuned): splitting 0.11063 Ha
 N=5, dipoles 0.4 to 1.6 e*bohr, even steps: splitting 0.09407 Ha
BeH2, PBE0/def2-TZVP, field perpendicular to the axis
 Be-H bond length: 2.53 bohr
 minus HOMO energy: 0.3235 Ha
 transition frequency w0: 0.29380 Ha = 7.995 eV
 transition dipole d: 1.3364 e*bohr
 static polarizability, response: 18.349 bohr^3
 static polarizability, finite field: 18.351 bohr^3
 coupling lam: 0.002 a.u.
 mode volume: 3.1416e+06 bohr^3 = 465.5 nm^3
 N=1: lower 0.292779, upper 0.294828 Ha, dark 0
   splitting: full 0.002049 Ha, law 0.002049 Ha, full 0.0558 eV
   ratio to N=1 (full): 1.0000
 N=4: lower 0.291753, upper 0.295851 Ha, dark 3
   splitting: full 0.004098 Ha, law 0.004098 Ha, full 0.1115 eV
   ratio to N=1 (full): 1.9999
 N=9: lower 0.290727, upper 0.296872 Ha, dark 8
   splitting: full 0.006146 Ha, law 0.006147 Ha, full 0.1672 eV
   ratio to N=1 (full): 2.9996
 N=16: lower 0.289699, upper 0.297892 Ha, dark 15
   splitting: full 0.008193 Ha, law 0.008196 Ha, full 0.2230 eV
   ratio to N=1 (full): 3.9989
 N=16 in 16 times the volume: splitting 0.002049 Ha
 direct dipole interaction scale d^2 N/V, N=16: 9.10e-06 Ha
 its ratio to the N=16 splitting: 1.11e-03
```
